Arrhenius slope of intrinsic carrier density: enthalpy, not gap

**Definitions and conventions**

In an intrinsic semiconductor at temperature T the electron density n equals the hole density p, and the common value is n_i. The band gap E_g(T) is the separation of the two band edges at that temperature, including the shift caused by lattice vibrations. Boltzmann's constant is k, and energies are in eV. The bands are parabolic with density-of-states masses m_e and m_h, independent of temperature unless stated otherwise. The carriers are dilute, so the Fermi–Dirac occupation reduces to a Boltzmann factor, and they are delocalised.

An Arrhenius plot shows ln(n_i T^(−3/2)) against 1/T. Its local slope is converted to an energy by

W = −2k d ln(n_i T^(−3/2)) / d(1/T).

The question is what W measures.

**The belief and its appeal**

The belief is that W, taken at 300 K, is the gap at 300 K. It starts from a correct formula. With band edges E_c and E_v and chemical potential μ,

n = N_c exp[−(E_c − μ)/kT],  p = N_v exp[−(μ − E_v)/kT],

where N_c = 2(m_e kT/2πħ²)^(3/2), and N_v has m_h in place of m_e. In the product np the chemical potential cancels. Setting n = p = n_i and taking the square root gives

n_i = (N_c N_v)^(1/2) exp[−E_g(T)/2kT].

The gap at temperature T stands in the exponent, the prefactor varies as T^(3/2), and the plot can be close to a straight line, as the model below shows. If E_g were constant, W would equal E_g. The belief keeps this result when the gap depends on temperature.

**What the slope contains**

Write β = 1/T. Since (N_c N_v)^(1/2) = C T^(3/2) with C constant,

ln(n_i T^(−3/2)) = ln C − βE_g/2k.

Differentiation and multiplication by −2k give

W = d(βE_g)/dβ = E_g + β dE_g/dβ.

Because T = 1/β, dT/dβ = −T², so β dE_g/dβ = −T dE_g/dT. Therefore

W = E_g − T dE_g/dT.

The slope compares densities at neighbouring temperatures, and the gap changes between them. A small rate of change dE_g/dT matters because it is multiplied by T. When the gap shrinks on heating, W is larger than E_g; when it grows, W is smaller.

This combination has the form of the thermodynamic relation H = G − T dG/dT between an enthalpy H and a Gibbs energy G. To see that this is more than a resemblance, one must ask what creating a pair does to the lattice.

**The gap as a free energy**

Take a crystal with N vibrational modes, all of frequency ω, at fixed volume. One electron–hole pair at the band edges costs a static energy E_s and softens each mode from ω to ω(1 − s/N). Each shift is tiny, but there are N of them. A mode has the partition function

z(ω) = Σ_n exp[−ħω(n + ½)/kT] = 1/[2 sinh(ħω/2kT)],

and hence the free energy φ(ω) = −kT ln z = kT ln[2 sinh(ħω/2kT)]. Its derivative is

dφ/dω = (ħ/2) coth(ħω/2kT) = ħ(n_B + ½),

where n_B is the mean phonon number. The free energy of creating the pair is

ΔF = E_s + N[φ(ω − sω/N) − φ(ω)].

The first-order term of the expansion is −sω dφ/dω, and the next is of order 1/N. For a large crystal,

ΔF = E_s − sħω(n_B + ½) = E_s − A coth x,  A = sħω/2,  x = ħω/2kT.

Now suppose the pair is added while every phonon number n_j stays as it is. The energy cost is E_s − (s/N) Σ_j ħω(n_j + ½). Its average over the phonon populations of the unexcited crystal is the same expression. The thermally averaged gap E_g(T) is thus the free energy of pair creation.

This is why it belongs in the exponent of n_i. Summing over all lattice states, with and without the pair, gives the statistical weight exp(−ΔF/kT). The sum over the kinetic energies of the two carriers supplies N_c N_v separately, so the entropy of the band states is not part of E_g.

The entropy of pair creation in this sense is S = −dE_g/dT. From coth x, with dx/dT = −x/T,

dE_g/dT = −(A/T) x/sinh²x,  TS = A x/sinh²x.

The heat TS has a direct origin. At fixed T the softened modes hold more quanta. Each frequency changes by −sω/N, and dn_B/dω = −(ħ/4kT)/sinh²x, so the extra phonon energy at leading order is

N · ħω · (sω/N) · (ħ/4kT)/sinh²x = (sħω/2)(ħω/2kT)/sinh²x = A x/sinh²x.

Creating the pair with phonon numbers unchanged costs E_g on average; letting the lattice return to temperature T draws in a further TS. The total is

H = E_g + TS = E_s − A[coth x − x/sinh²x],

which is W. At fixed volume H is strictly an internal energy. It is also the enthalpy at fixed pressure if the crystal does not expand on heating.

**A number**

Take a model with E_s = 1.00 eV, A = 0.060 eV, ħω = 0.030 eV (hence s = 4), and masses of 0.3 and 0.6 electron masses. At 300 K, kT = 0.02585 eV and x = 0.030/(2 × 0.02585) = 0.580. The formulas give

E_g = 0.8852 eV,  dE_g/dT = −0.3085 meV/K,

H = 0.8852 eV + 300 K × 0.0003085 eV/K = 0.9778 eV.

The density can be found without using the Boltzmann form. Integrating the Fermi–Dirac occupation over both bands by quadrature, and solving n = p for the chemical potential, gives n_i = 2.543 × 10¹¹ cm⁻³ at 300 K. The slope, from a finite difference of such densities in 1/T, gives W = 0.9778 eV. If the gap is frozen at its 300 K value and the calculation repeated, W is 0.8852 eV. The temperature dependence of the gap accounts for the whole difference of 0.0925 eV.

The result is not the gap at some other temperature either. In this model the gap is largest at T = 0, where it is E_s − A = 0.940 eV. The slope energy exceeds even that.

**Why a straight plot proves little**

Suppose the gap falls linearly, E_g = E_0 − aT. Then

−E_g/2kT = −E_0/2kT + a/2k.

The plot is a perfect straight line, its slope gives E_0, and the temperature dependence is hidden in the constant a/2k.

The model gap is not quite linear, but a least-squares line through eleven densities between 250 and 350 K, equally spaced in 1/T, misses none of them by more than 0.0035 in ln n_i. It yields 0.977 eV. Over the same range the gap falls from 0.9003 to 0.8696 eV, by 31 meV. The plot bends only through changes of H, since dH/dT = −T d²E_g/dT², and H rises by just 7 meV, from 0.9738 to 0.9807 eV.

**Reading the gap correctly**

Substituting E_g = H − TS into the density gives

n_i = (N_c N_v)^(1/2) exp(S/2k) exp(−H/2kT).

The part of the gap missing from the slope sits in the prefactor. Here S/k = 3.58, so the prefactor of the line tangent at 300 K is exp(1.79) = 5.99 times the band-state value.

If the masses are known, one absolute density is enough to find the gap. With (N_c N_v)^(1/2) = 6.935 × 10¹⁸ cm⁻³ at 300 K,

E_g = −2kT ln[n_i/(N_c N_v)^(1/2)] = 2 × 0.02585 eV × 17.12 = 0.885 eV.

Using the slope energy as the gap, with the band-state prefactor, gives 4.25 × 10¹⁰ cm⁻³ instead, which is 0.167 of the true density.

**Two limits**

Let f(x) = coth x − x/sinh²x, so that H = E_s − A f. Its derivative is

df/dx = −2/sinh²x + 2x coth x/sinh²x = 2(x coth x − 1)/sinh²x.

This is positive because tanh x < x for x > 0. As T rises, x falls, so f falls and H rises.

At low temperature x is large, coth x → 1 and x/sinh²x → 0. Then H → E_s − A = E_g(0), and slope and gap agree.

At high temperature x is small, with coth x ≈ 1/x + x/3 and x/sinh²x ≈ 1/x − x/3. The large terms cancel:

H ≈ E_s − 2Ax/3 = E_s − Aħω/3kT.

H approaches the static gap E_s, which lies above E_g(0) by the zero-point reduction A. At 1000 K the model has H = 0.993 eV while the gap has fallen to 0.652 eV. That temperature serves to show the limit of the formula, not to describe a material. The carriers of the model are no longer dilute there, and the slope of the Fermi–Dirac density falls below H.

**Thermal expansion**

Now let the crystal be held at fixed pressure P instead of fixed volume. Let F_0(V) be the free energy of the unexcited crystal and ΔF(V) that of pair creation. The Gibbs energy is the minimum of F_0 + ΔF + PV over V. The pair moves this minimum by −ΔF′/F_0″, where primes denote volume derivatives, and the resulting energy change is −(ΔF′)²/(2F_0″). For a large crystal ΔF′ and F_0″ both scale as 1/N, so this energy vanishes as 1/N. Hence ΔG at fixed pressure equals ΔF at the equilibrium volume, and both are E_g.

Their temperature derivatives differ, because at fixed pressure the volume follows the temperature:

(dE_g/dT)_P = (∂E_g/∂T)_V + (∂E_g/∂V)_T (dV/dT)_P.

To see the size, let v be the cell volume relative to a reference. Give each cell one mode and an elastic energy ½ × 10 eV × (v − 1)², let ω vary as 1/v, let the static gap change by −3 eV × (v − 1), and set pressure times reference cell volume to 0.020 eV. Solving numerically for the equilibrium volume of a crystal of 10⁶ cells, with and without a pair, gives at 300 K a Gibbs energy of 0.8827 eV, equal to the gap at this precision. The enthalpy at fixed pressure is 0.9821 eV, and the energy at fixed volume is 0.9752 eV. For a density measured at fixed pressure, W = E_g − T(dE_g/dT)_P = ΔG − T(∂ΔG/∂T)_P, so its slope energy is the enthalpy, 0.9821 eV.

**Conditions**

If the factor T^(−3/2) is left out of the plot, ln n_i contains an extra −(3/2) ln β. Its derivative, −(3/2)T, multiplied by −2k, adds 3kT to the slope energy. At 300 K this is 0.078 eV, and the model slope gives 1.055 eV.

If the masses drift, the prefactor contains (m_e m_h)^(3/4), which adds (3/2)kT² d ln(m_e m_h)/dT. For a drift of 2 × 10⁻⁴ per K in each mass this is 0.0047 eV, and the slope energy becomes 0.9824 eV.

When doping fixes the majority density, the slope of that density no longer measures H. The slope of (np)^(1/2) still does while the carriers stay dilute, because μ cancels in np. The analysis does not apply when the carriers are degenerate. It also needs revision when a carrier traps itself in a local distortion. The atoms near the carrier then move to new equilibrium positions, and the vibrational modes can mix as well as change frequency. Two averages that coincide in the uniform model then separate. The cost of adding the pair with the atoms held where they are, averaged over their thermal positions, need not equal the free energy of pair creation, even if each frequency changes only by order 1/N. The cost at unchanged phonon numbers, taken from the relaxed positions with the new mode frequencies, still equals that free energy up to order 1/N when every shift is of that order.
